# Choosing string length and displacement for Berry-phase Born effective charges

A program that obtains Born effective charges from Berry phases needs two numerical settings: the number $J$ of k points along each string, and the displacement $h$ of the ions. For a one-dimensional insulator with period $a$, $b=2\pi/a$ and $N$ doubly occupied bands, the charge of ion $i$ in units of $e$ is

$$Z_i^*=Z_i-\frac{a}{\pi}\frac{d\phi}{d\tau_i},\qquad \phi_J=-\operatorname{Im}\ln\prod_{j=0}^{J-1}\det S_j, \tag{1}$$

where $(S_j)_{mn}=\langle u_m(k_j)|u_n(k_{j+1})\rangle$, $\phi$ is the limit of $\phi_J$ for large $J$, $\tau_i$ is the ion's position and $Z_i$ its core charge. With a central difference, the two settings enter the error as

$$Z^*_{\rm computed}-Z^*\simeq \frac{C}{J^2}+A h^2, \tag{2}$$

plus a numerical part bounded by $B/h$. Here

$$C=-\frac{ab^2}{6\pi}\frac{d}{d\tau_i}\oint \operatorname{Im}\operatorname{Tr}[PP'P'']\,dk, \tag{3}$$

$P(k)$ projects on the occupied states, and primes are $k$ derivatives. The sum rule $\sum_iZ_i^*=0$ holds at every $J$, so it cannot show whether the string is long enough.

Formulas are in Hartree atomic units. The k mesh that determines the density is held fixed while $J$ varies; its own convergence is a separate matter.

## Why a phase gives a charge

$Z_i^*$ is the change of dipole per cell when sublattice $i$ moves by a unit distance at zero macroscopic electric field. The potential is therefore kept periodic, with the $G=0$ Hartree term omitted. The Hamiltonian for cell-periodic states is $H_k=(p+k)^2/2+V(x)$ with a local $V$, so the velocity operator is $\partial_kH_k$. A gap is assumed throughout the motion.

Let $\tau_i$ move slowly. Write a state as $e^{-i\int E_n dt}(u_n+\chi_n)$, with the phase of $u_n$ chosen so that $\langle u_n|\partial_\tau u_n\rangle=0$. To first order in $\dot\tau$, the Schrödinger equation gives

$$(H-E_n)\chi_n=i\dot\tau\,\partial_\tau u_n,\qquad
\chi_n=i\dot\tau\sum_{m\ne n}\frac{|u_m\rangle\langle u_m|\partial_\tau u_n\rangle}{E_m-E_n}.$$

Time-reversal symmetry makes the density change of order $\dot\tau$ cancel between $k$ and $-k$, so $V$ needs no correction at this order. Differentiating $Hu_n=E_nu_n$ and projecting on $u_m$ gives

$$\langle u_m|\partial_k u_n\rangle=\frac{\langle u_m|\partial_kH|u_n\rangle}{E_n-E_m}. \tag{4}$$

The first-order velocity is consequently

$$2\operatorname{Re}\langle u_n|\partial_kH|\chi_n\rangle
=2\dot\tau\operatorname{Re}\left[-i\langle\partial_ku_n|\partial_\tau u_n\rangle\right]
=-2\dot\tau\operatorname{Im}\langle\partial_\tau u_n|\partial_ku_n\rangle .$$

Terms with $m$ also occupied cancel in pairs, because exchanging $m$ and $n$ conjugates the product of matrix elements. Both derivatives may thus be projected on empty states. The zeroth-order velocity $\partial_kE_n$ integrates to zero over a filled band.

Summing over a cell means $2(a/2\pi)\oint dk$, with the 2 for spin. The electron charge is $-1$. Adding the ion gives

$$Z_i^*=Z_i+\frac{2a}{\pi}\oint\sum_{n=1}^{N}\operatorname{Im}\langle\partial_\tau u_n|\partial_ku_n\rangle\,dk. \tag{5}$$

Now consider $\phi=\oint i\sum_n\langle u_n|\partial_ku_n\rangle dk$. Its derivative is

$$\frac{d\phi}{d\tau_i}=\oint i\sum_n\left[\langle\partial_\tau u_n|\partial_ku_n\rangle-\langle\partial_ku_n|\partial_\tau u_n\rangle\right]dk
+\oint\partial_k\Big(i\sum_n\langle u_n|\partial_\tau u_n\rangle\Big)dk .$$

The last integral vanishes by periodicity, and the first is $-2\oint\sum_n\operatorname{Im}\langle\partial_\tau u_n|\partial_ku_n\rangle dk$. Comparison with (5) gives (1). The electronic dipole is $-(a/\pi)\phi$, up to a constant and the branch of $\phi$.

## What the string computes

For neighbouring points separated by $\delta=b/J$, $-\operatorname{Im}\ln\langle u(k)|u(k+\delta)\rangle\simeq i\langle u|u'\rangle\delta$, since $\langle u|u'\rangle$ is imaginary. The product in (1) therefore tends to the continuous phase. With several bands the determinant is needed: if the occupied states at $k_j$ are mixed by a unitary matrix $U_j$, then $S_j$ becomes $U_j^\dagger S_jU_{j+1}$, and the factors $\det U_j$ cancel between neighbouring links. Arbitrary phases and band degeneracies do no harm.

The last link must use the first point's states, not newly diagonalized ones:

$$u_n(x;k+b)=e^{-ibx}u_n(x;k),\qquad c_G(k+b)=c_{G+b}(k). \tag{6}$$

Shift the whole crystal by $s$. Every coefficient acquires $e^{-iGs}$. These factors cancel in the interior links, but in the last link each band acquires $e^{iGs}e^{-i(G+b)s}=e^{-ibs}$. Hence $\phi_J$ rises by $Nbs$ and the electronic dipole changes by $-(a/\pi)Nbs=-2Ns$. The ions contribute $s\sum_iZ_i=2Ns$ in a neutral cell. The sum is zero for every $J$.

## String length

Choose the occupied states by parallel transport, $\langle u_m|u_n'\rangle=0$ for all occupied $m,n$. After one period the transported states differ from the closing states (6) by a unitary matrix. Its determinant carries the continuous phase $\phi$, and what the links add is the discretization error:

$$\phi_J-\phi=-\sum_{\rm links}\operatorname{Im}\ln\det S .$$

Centre a link at $k$ and expand

$$u(k\pm\tfrac{\delta}{2})=u\pm\tfrac{\delta}{2}u'+\tfrac{\delta^2}{8}u''\pm\tfrac{\delta^3}{48}u'''+\dots$$

The overlap matrix has no first-order term. Its second-order term is Hermitian and has a real trace. Reversing $\delta$ turns $S$ into $S^\dagger$, so $\operatorname{Im}\ln\det S$ is odd in $\delta$ and starts with the cubic term:

$$\delta^3\operatorname{Im}\sum_n\left[\frac{\langle u_n|u_n'''\rangle-\langle u_n'''|u_n\rangle}{48}
+\frac{\langle u_n''|u_n'\rangle-\langle u_n'|u_n''\rangle}{16}\right].$$

Let $y=\operatorname{Im}\sum_n\langle u_n'|u_n''\rangle$. Differentiating $\langle u_n|u_n'\rangle=0$ twice gives

$$\langle u_n|u_n'''\rangle=-\langle u_n''|u_n'\rangle-2\langle u_n'|u_n''\rangle ,$$

whose summed imaginary part is $y-2y=-y$. The cubic coefficient is then $-2y/48-2y/16=-y/6$.

To remove the special choice of states, differentiate $Pu_n=u_n$. Since $Pu_n'=0$, this gives $u_n'=P'u_n$ and $u_n''=P''u_n+P'P'u_n$. Differentiating $P^2=P$ shows that $P'$ connects occupied states only with empty ones. Three factors of $P'$ therefore have no occupied–occupied element, and $y=\operatorname{Im}\operatorname{Tr}[PP'P'']$.

The sum over links is a uniform sampling of a periodic function. For a smooth function its error falls faster than any power of $1/J$. With one factor $\delta$ used for the integral,

$$\phi_J-\phi=\frac{\delta^2}{6}\oint\operatorname{Im}\operatorname{Tr}[PP'P'']\,dk+O(\delta^4). \tag{7}$$

The next link term is of order $\delta^5$, hence the $\delta^4$. Multiplying by $-a/\pi$, inserting $\delta=b/J$ and differentiating yields (3).

The spacing $\delta$ is the relevant quantity, so a supercell of the same crystal that is twice as long needs half as many string points for the same error in one ion's charge: the prefactor $a$ doubles, the integral in (7) over the folded bands is unchanged, and moving one of two equivalent ions gives half its derivative. A small gap calls for caution: by (4), the derivatives of $P$ contain inverse energy differences, and $C$ can become large. If the gap closes, the expansion and the definition of the charge through a filled band both fail.

Two string lengths suffice to estimate the coefficient and remove the leading error:

$$C\simeq\frac43J^2(Z_J^*-Z_{2J}^*),\qquad Z^*_{\rm ext}=\frac{4Z_{2J}^*-Z_J^*}{3}. \tag{8}$$

The first follows from $C/J^2-C/(4J^2)=3C/(4J^2)$. In the second, the $J^{-2}$ terms cancel and an error of order $J^{-4}$ remains.

## A worked model

The example has $a=6$ bohr, ion B at 0 and ion A at 2.4 bohr, each with core charge $+1$. All charges interact through $1/\sqrt{x^2+1}$. Ion B also attracts electrons through a Gaussian well of width 0.5 bohr and integrated strength 2 hartree bohr. The Kohn–Sham potential contains the Hartree term and a local model exchange potential $-0.2\,n(x)$, with no correlation. These are round model parameters; the results illustrate numerical convergence and describe no particular material. The band gap is 0.512 hartree.

Equation (5) provides the reference. It needs the self-consistent potential change $\delta V=\delta V_{\rm ion}+K\delta n$, where $K$ is the Hartree-plus-exchange kernel. The state response is (4) with $\partial_kH$ replaced by $\delta V$ and $m$ restricted to empty states; it determines $\delta n$, and the two equations are iterated. The result is

$$Z_B^*=1-2.257201=-1.257201,\qquad Z_A^*=1.257201 .$$

At finite $J$ the same response gives the derivative without displacing an ion, because $d\ln\det S=\operatorname{Tr}(S^{-1}dS)$:

$$\frac{d\phi_J}{d\tau_i}=-\operatorname{Im}\sum_j\operatorname{Tr}\left[S_j^{-1}\frac{dS_j}{d\tau_i}\right]. \tag{9}$$

This isolates the string error:

| $J$ | $Z_B^*$ | $Z_B^*$ minus the value from (5) |
|---:|---:|---:|
| 6 | −1.256168 | $1.032\times10^{-3}$ |
| 12 | −1.256942 | $2.581\times10^{-4}$ |
| 24 | −1.257136 | $6.452\times10^{-5}$ |
| 48 | −1.257184 | $1.613\times10^{-5}$ |

From the first two rows, (8) gives $C\simeq\frac43\times36\times0.000774=0.0372$. The projector formula (3), evaluated separately, gives 0.03716. A string error of $10^{-4}$ thus requires $J\ge\sqrt{0.03716/10^{-4}}=19.3$, or 20 points. Extrapolation from $J=12$ and 24 reduces the error to about $3\times10^{-9}$. Throughout the scan the two charges sum to zero within $10^{-13}$, even at $J=4$, where each is wrong by $2.3\times10^{-3}$.

A doubled cell checks the determinant. Its two occupied bands touch, and only one of its two B ions is moved. With 12 string points it has the same spacing as the original cell with 24, and a central difference with $h=0.005$ bohr, whose truncation error can affect the last digit, gives the same charge, −1.257136.

## The ionic term and the branch

The ionic dipole $\sum_iZ_i\tau_i$ contributes exactly $Z_i$ to the derivative. Here $Z_i$ is the charge of the core seen by the electrons included in the calculation: with a pseudopotential, the valence charge and not the atomic number. The displacement must be unwrapped. If a program returns an ion that leaves the cell to the opposite side, its ionic dipole jumps by $Z_ia$, and a central difference acquires an error of magnitude $|Z_i|a/(2h)$.

The electronic phase is known modulo $2\pi$, so the electronic dipole is known modulo $2a$. Let $W_\pm$ be the product of determinants at displacements $\pm h$. The change should be formed before the logarithm is taken:

$$\Delta\phi=-\operatorname{Im}\ln(W_+W_-^*),\qquad
Z_i^*\simeq Z_i-\frac{a}{\pi}\frac{\Delta\phi}{2h}. \tag{10}$$

Subtracting two separately computed principal values can instead introduce a jump of $2\pi$ and an error of magnitude $(a/\pi)(2\pi)/(2h)=a/h$.

Whether this happens depends on the origin. In the example the initial phase is 0.09955 rad. Shifting the crystal by $(\pi-0.09955)/b=2.905$ bohr puts the phase at the cut. With $h=0.01$ bohr, separate principal values give 598.743, while (10) gives −1.257. The difference is $6/0.01=600$. As long as the cut lies between the two phases, this error grows as $h$ is reduced. If the initial phase is slightly off the cut, a small enough $h$ avoids it.

Equation (10) selects the right branch if the true change satisfies $|\Delta\phi|<\pi$. Multiplication by $a/\pi$ turns this into a condition on the full step:

$$|Z_i^*-Z_i|\,(2h)<a, \tag{11}$$

with the electronic charge averaged over the step. For B the linear estimate of the limit is $6/2.257=2.66$ bohr, far above a useful $h$.

A rigid shift shows the failure without a linear estimate. There the electronic charge is −2 and the limit is 3 bohr. A step of 2.70 bohr gives a total charge of zero. A step of 3.30 bohr has a true phase change of $1.1\pi$, which is folded to $-0.9\pi$. The apparent total is then $2+0.9\times6/3.30=3.636$, as the program finds.

For a long path, apply (10) to short steps and add the increments. Carrying A through one full period in 24 steps gives phase increments of at most 0.046 rad. At the 24 sampled positions its charge lies between 0.665 and 1.347. The tracked phase gives a mean of 1.000, in agreement with the average of the charges from (5): in this model the core charge is transported by one period, with no net electronic transport.

## Displacement size

Let $d(h)$ be the total dipole on a continuous branch. Taylor expansion gives

$$\frac{d(h)-d(-h)}{2h}=d'(0)+\frac{h^2}{6}d'''(0)+O(h^4),$$

$$\frac{d(h)-d(0)}{h}=d'(0)+\frac h2d''(0)+O(h^2).$$

The central difference cancels the even derivatives, so $A=d'''(0)/6$ in (2). Relative to the analytic derivative (9) at $J=24$, the example gives:

| $h$ (bohr) | central error | one-sided error |
|---:|---:|---:|
| 0.200 | $1.12\times10^{-3}$ | $2.68\times10^{-2}$ |
| 0.100 | $2.75\times10^{-4}$ | $1.32\times10^{-2}$ |
| 0.050 | $6.85\times10^{-5}$ | $6.55\times10^{-3}$ |
| 0.025 | $1.71\times10^{-5}$ | $3.26\times10^{-3}$ |

Halving $h$ divides the errors by about 4 and 2 respectively. The central errors give $A\simeq6.85\times10^{-5}/0.05^2=0.0274$ per bohr squared.

Very small displacements amplify numerical errors. If each phase is uncertain by at most $\eta$, their difference is uncertain by at most $2\eta$, and the charge by at most $(a/\pi)(2\eta)/(2h)=B/h$ with $B=a\eta/\pi$. Minimizing the bound $|A|h^2+B/h$ gives

$$2|A|h-\frac{B}{h^2}=0,\qquad h=\left(\frac{B}{2|A|}\right)^{1/3}. \tag{12}$$

Suppose $\eta=10^{-6}$ rad. Then $B=1.91\times10^{-6}$ bohr and $h=0.033$ bohr, where the bound is about $9\times10^{-5}$. In the tightly converged example, $h=10^{-3}$ bohr still has an error of $2.7\times10^{-8}$, equal to $Ah^2$. At $h=10^{-8}$ bohr the error has magnitude $1.8\times10^{-5}$. Truncation is negligible there, so this error is numerical; the run does not separate rounding from incomplete self-consistency.

## When self-consistency stops too early

There is a failure that the $B/h$ estimate does not describe. Suppose both displaced calculations start from the undisplaced density, and the first density computed from the displaced potential differs from it by less than the convergence threshold. The program then accepts the old density at once. The ionic potential has moved, but the Hartree and exchange potentials have not. The resulting phase error is proportional to $h$, so the error in the charge tends to a constant as $h$ decreases.

With $h=10^{-5}$ bohr and a density threshold of $10^{-4}$ per bohr, the example returns $Z_B^*=-1.851$ instead of −1.257, an error of 47 percent in magnitude relative to the converged value at the same $J$. Perturbation theory with $K\delta n$ omitted gives the same −1.851, which identifies the cause.

The sum rule exposes this fault here: the unscreened charges add to −0.535. Moving all ions while part of the potential stays behind is not a rigid translation. The remedy is a threshold well below the density change caused by $h$. An unchanged charge after one tightening proves nothing, because every threshold above that first density difference accepts the old density and returns the same unscreened value. First make sure the displaced runs iterate, then tighten until the charge stops changing and the sum rule holds up to the displacement error. With central differences the converged charges add to $\sum_iA_ih^2+O(h^4)$, where $A_i$ is the coefficient $A$ for ion $i$. This vanishes for two ions per cell, because moving one ion is the opposite move of the other plus a rigid shift; with three or more ions it generally remains at any threshold and falls by about four when $h$ is halved. A larger $h$ at the same threshold can make the program iterate, but an error from incomplete self-consistency may remain.

## Setting both values

First fix the density mesh and choose a trial $h$, such as 0.05 bohr in this model. Compute the charge at $h$ and $h/2$ with a tight density threshold. Their difference is $\frac34Ah^2$ if truncation dominates. A difference that does not fall by about four on a further halving indicates that $h$ is too large for the leading term, or that numerical error has taken over.

Then reuse the converged potentials at $\pm h$ to evaluate strings of $J$ and $2J$ points. This requires new diagonalizations on the strings but no new self-consistent cycle. Equation (8) gives $C$ and the extrapolated value. A third length checks that $C$ is stable.

The two errors should be made comparable, since reducing one far below the other gains little. At $J=24$ and $h=0.05$ bohr the example has a string error of $6.5\times10^{-5}$ and a displacement error of $6.9\times10^{-5}$. They have the same sign and add to $1.3\times10^{-4}$, the difference between the computed −1.257068 and the reference −1.257201. Errors of opposite sign could cancel, so agreement at a single pair of settings is weak evidence of convergence.

In three dimensions the link expansion applies to each string at fixed transverse k, with $\delta$ the spacing along the string. The phase change should be folded string by string before averaging. The transverse mesh then needs its own convergence study, which this one-dimensional example does not supply. The numerical check covers the string coefficient, the displacement orders and the branch and screening failures for the model described here.

## Values computed for the example and the checks

```
period 6.0 bohr; B at 0.0, A at 2.4 bohr
core charges B 1 e, A 1 e
well strengths B 2.0, A 0.0 hartree bohr
softening 1.0 bohr, well width 0.5 bohr
exchange strength g 0.2 hartree bohr
plane waves 25, self-consistency k points 16
band gap 0.5119 hartree
perturbation theory: Z*_B -1.257201 e, Z*_A 1.257201 e
electronic part for B -2.257201 e
J  4: Z*_B -1.254879 e, error 2.322e-03 e, error*J^2 0.03714 e, sum 1e-14 e
J  6: Z*_B -1.256168 e, error 1.032e-03 e, error*J^2 0.03716 e, sum 1e-14 e
J  8: Z*_B -1.256620 e, error 5.806e-04 e, error*J^2 0.03716 e, sum 4e-14 e
J 12: Z*_B -1.256942 e, error 2.581e-04 e, error*J^2 0.03716 e, sum 3e-14 e
J 24: Z*_B -1.257136 e, error 6.452e-05 e, error*J^2 0.03716 e, sum 3e-14 e
J 48: Z*_B -1.257184 e, error 1.613e-05 e, error*J^2 0.03716 e, sum 4e-14 e
coefficient C from projector formula 0.03716 e
extrapolated from J 12,24: -1.2572005 e, error 3.28e-09 e
extrapolated from J 24,48: -1.2572005 e, error 1.75e-10 e
observed order after extrapolation 4.22
h 0.200 bohr: central -1.256015 e, error 1.12e-03 e, one-sided error 2.68e-02 e
h 0.100 bohr: central -1.256861 e, error 2.75e-04 e, one-sided error 1.32e-02 e
h 0.050 bohr: central -1.257068 e, error 6.85e-05 e, one-sided error 6.55e-03 e
h 0.025 bohr: central -1.257119 e, error 1.71e-05 e, one-sided error 3.26e-03 e
last error ratios: central 4.005, one-sided 2.010
h 1e-03 bohr: central error 2.73e-08 e
h 1e-08 bohr: central error -1.77e-05 e
loose threshold 1e-4 /bohr, h 1e-5 bohr: Z*_B -1.851369 e
unscreened perturbation theory: Z*_B -1.851369 e
unscreened sum of charges -0.535131 e
phase at original origin 0.09955 rad; origin shift 2.90494 bohr
at the cut, h 0.01 bohr: folded -1.257133 e, naive 598.7429 e
naive minus folded 600.0000 e; a/h 600.0
largest full step for B, linear estimate 2.658 bohr
rigid step 2.70 bohr: apparent sum 0.00000 e
rigid step 3.30 bohr: apparent sum 3.63636 e
doubled cell, J 12: Z*_B -1.257136 e
smallest splitting of its occupied bands 5.2e-12 hartree
A moved one period in 24 steps; smallest gap 0.4634 hartree
largest phase step 0.0456 rad
Z*_A range 0.6649 to 1.3473 e
mean Z*_A: tracked phase 1.000000 e, response 1.000000 e
```
